# Dirac spin sums, squared amplitudes as traces, and Mott scattering, part 2

An electron of momentum \(\mathbf p\) scatters off a nucleus and leaves with momentum \(\mathbf p'\). To first order the amplitude is the Fourier transform of the electrostatic potential times \(u'^\dagger u\), where primes mark the outgoing electron. Spin is neither prepared nor recorded, so squared moduli are summed over spins. A program checks the results numerically.

Atomic units are used, \(\hbar=m_e=e=1\), \(c=1/\alpha\), with \(M=mc\), \(p^0=E/c=+\sqrt{\mathbf p^2+M^2}\), \(g=\mathrm{diag}(+,-,-,-)\) and \(p\cdot p=M^2\). In the Dirac representation
\[
\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix},\qquad
\not p=\gamma^0p^0-\boldsymbol\gamma\cdot\mathbf p=\begin{pmatrix}p^0&-\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-p^0\end{pmatrix}, \tag{1}
\]
\[
\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu},\qquad \gamma^{\mu\dagger}=\gamma^0\gamma^\mu\gamma^0, \tag{2}
\]
and \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\).

The plane waves \(u\,e^{-ip\cdot x}\) and \(v\,e^{+ip\cdot x}\) have spinors normalised to \(u_r^\dagger u_s=v_r^\dagger v_s=2p^0\delta_{rs}\). With \(n=p^0+M\), \(\bar u=u^\dagger\gamma^0\) and orthonormal two-component pairs \(\chi_s\), \(\eta_s\),
\[
\sum_{s=1,2}u_s\bar u_s=\not p+M,\qquad \sum_{s=1,2}v_s\bar v_s=\not p-M, \tag{4}
\]
\[
\mathbf p^2=(p^0-M)(p^0+M),\qquad\text{so}\qquad \mathbf p^2/n=p^0-M, \tag{6}
\]
\[
u=\sqrt n\begin{pmatrix}\chi\\ \boldsymbol\sigma\cdot\mathbf p\,\chi/n\end{pmatrix},\qquad
v=\sqrt n\begin{pmatrix}\boldsymbol\sigma\cdot\mathbf p\,\eta/n\\ \eta\end{pmatrix}. \tag{7}
\]

Section 2 showed that \(|\chi'^\dagger_{s'}A\chi_s|^2\), summed over both spins, is \(\mathrm{tr}\,(AA^\dagger)\) for any \(2\times2\) matrix \(A\). Section 5 defined \(\alpha^i=\gamma^0\gamma^i\) and \(H(\mathbf p)=\boldsymbol\alpha\cdot\mathbf p+M\gamma^0\), with \(Hu=p^0u\), \(\{\alpha^i,\alpha^j\}=2\delta^{ij}\) and \(\{\alpha^i,\gamma^0\}=0\).

In section 6, \(\gamma^5=i\gamma^0\gamma^1\gamma^2\gamma^3\) anticommutes with every \(\gamma^\mu\), and reversing the order of its four factors takes six exchanges, so no sign changes. For \(4\times4\) matrices \(\Gamma\), \(\bar\Gamma\equiv\gamma^0\Gamma^\dagger\gamma^0\), so \(\overline{\gamma^\mu}=\gamma^\mu\). For chains \(\bar u'\Gamma u\) with masses \(M'\) and \(M\),
\[
\sum_{s,s'}(\bar u'\Gamma_1u)(\bar u'\Gamma_2u)^*=\mathrm{Tr}\big[(\not p'+M')\,\Gamma_1\,(\not p+M)\,\bar\Gamma_2\big]. \tag{11}
\]
Replacing a \(u\) by a \(v\) flips the sign of its mass.

## 7. Sum over final spins, average over initial ones

The final spin states are distinguishable outcomes, so their probabilities add. The initial electron is in one state at a time, drawn from an ensemble. A spin that points, in the electron's rest frame, along the unit vector \(\mathbf e\) with polar angles \(\vartheta,\varphi\) has \(\chi=(\cos\tfrac\vartheta2,\ e^{i\varphi}\sin\tfrac\vartheta2)^T\), and
\[
\chi\chi^\dagger=\frac12\begin{pmatrix}1+\cos\vartheta&e^{-i\varphi}\sin\vartheta\\ e^{i\varphi}\sin\vartheta&1-\cos\vartheta\end{pmatrix}=\tfrac12(1+\mathbf e\cdot\boldsymbol\sigma).
\]
An unpolarised beam is one with \(\langle\mathbf e\rangle=0\), so \(\langle\chi\chi^\dagger\rangle=\tfrac12\). Since \(u\bar u\) is linear in \(\chi\chi^\dagger\), and the value 1 gave \(\not p+M\), the ensemble has \(\langle u\bar u\rangle=\tfrac12(\not p+M)\). The observable is half the trace (11). The program tests this by quadrature over the sphere of directions, with a random \(\Gamma\) for which single directions give different rates. For a polarised beam the term \(\langle\mathbf e\rangle\cdot\boldsymbol\sigma\) must be kept, and half of (11) is in general not the answer. The elastic chain \(u'^\dagger u\) of section 9 is an exception. By (7) it is \(\chi'^\dagger A\chi\) with \(A=n+(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)/n=a+i\,\mathbf b\cdot\boldsymbol\sigma\), where \(a\) and \(\mathbf b\) are real. Then \(A^\dagger A=a^2+\mathbf b^2\) is a multiple of the unit matrix, and every initial spin direction gives the same rate.

## 8. Evaluating the trace

All that is needed is (2), the cyclic property \(\mathrm{Tr}AB=\mathrm{Tr}BA\), and the trace 4 of the \(4\times4\) unit matrix. First, reversing one factor as in section 6, \((\gamma^5)^2=-(\gamma^0\gamma^1\gamma^2\gamma^3)(\gamma^3\gamma^2\gamma^1\gamma^0)=-g^{33}g^{22}g^{11}g^{00}=1\). If \(X\) is a product of an odd number of \(\gamma^\mu\), then \(\gamma^5X=-X\gamma^5\), and \(\mathrm{Tr}X=\mathrm{Tr}\,\gamma^5\gamma^5X=-\mathrm{Tr}\,\gamma^5X\gamma^5=-\mathrm{Tr}X\), so \(\mathrm{Tr}X=0\). For two matrices, cyclicity gives \(\mathrm{Tr}\,\gamma^\mu\gamma^\nu=\tfrac12\mathrm{Tr}\{\gamma^\mu,\gamma^\nu\}=4g^{\mu\nu}\). For four, move \(\gamma^\mu\) to the right in three steps, each using \(\gamma^\mu\gamma^\nu=2g^{\mu\nu}-\gamma^\nu\gamma^\mu\):
\[
\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma=2g^{\mu\nu}\gamma^\rho\gamma^\sigma-2g^{\mu\rho}\gamma^\nu\gamma^\sigma+2g^{\mu\sigma}\gamma^\nu\gamma^\rho-\gamma^\nu\gamma^\rho\gamma^\sigma\gamma^\mu .
\]
The trace of the last product equals that of the left side, so bringing it over and dividing by 2,
\[
\mathrm{Tr}\,\gamma^\mu\gamma^\nu\gamma^\rho\gamma^\sigma=4\big(g^{\mu\nu}g^{\rho\sigma}-g^{\mu\rho}g^{\nu\sigma}+g^{\mu\sigma}g^{\nu\rho}\big).
\]
For the vector chain let \(a,b=+1\) for a \(u\) and \(-1\) for a \(v\). Of the four terms in \((\not p'+aM')\gamma^\mu(\not p+bM)\gamma^\nu\), the two that are linear in a mass contain three \(\gamma\) matrices and drop out. The term \(p'_\alpha p_\beta\,\mathrm{Tr}\,\gamma^\alpha\gamma^\mu\gamma^\beta\gamma^\nu\) gives \(4(p'^\mu p^\nu-g^{\mu\nu}p\cdot p'+p'^\nu p^\mu)\), and the mass term gives \(4abMM'g^{\mu\nu}\):
\[
\mathrm{Tr}\big[(\not p'+aM')\gamma^\mu(\not p+bM)\gamma^\nu\big]=4\big[p'^\mu p^\nu+p'^\nu p^\mu-g^{\mu\nu}(p\cdot p'-abMM')\big]. \tag{12}
\]

**Limit that fixes the sign \(ab\).** Take the chain \(\bar u\gamma^\mu v\) with equal masses and both momenta zero, so \(ab=-1\) and \(p\cdot p'=M^2\). For \(\mu=\nu=0\), (12) gives \(4[2M^2-2M^2]=0\), and directly \(u^\dagger v=0\) because one spinor is purely upper and the other purely lower. For spatial indices (12) gives \(8M^2\delta^{ij}\). Directly, \(\gamma^0\gamma^i\) has \(\sigma_i\) in both off-diagonal blocks, so \(\bar u\gamma^iv=2M\chi^\dagger\sigma_i\eta\), and section 2 gives \(4M^2\,\mathrm{tr}\,\sigma_i\sigma_j=8M^2\delta^{ij}\). The wrong sign of the mass in the \(v\) sum would have given \(8M^2\) and \(0\) instead.

## 9. Back to the nucleus

For a static potential the energy is conserved, so \(p'^0=p^0\) and \(|\mathbf p'|=|\mathbf p|\equiv k\). The chain is \(u'^\dagger u=\bar u'\gamma^0u\). Let \(\theta\) be the scattering angle and \(\beta=k/p^0\). In (12) set \(\mu=\nu=0\), \(ab=1\), \(p\cdot p'=(p^0)^2-k^2\cos\theta\) and \(M^2=(p^0)^2-k^2\). The bracket is \(2(p^0)^2-k^2(1-\cos\theta)=2(p^0)^2-2k^2\sin^2\tfrac\theta2\), and
\[
\tfrac12\sum_{s,s'}|\bar u'\gamma^0u|^2=4(p^0)^2\Big(1-\beta^2\sin^2\frac\theta2\Big). \tag{13}
\]
The chain \(\bar v(p)\gamma^0v(p')\), in which two \(v\) spinors replace the two \(u\), has \(ab=(-1)^2=1\) and the same value.

**Check with explicit states.** Choose helicity states, \(\boldsymbol\sigma\cdot\mathbf p\,\chi_h=hk\chi_h\) with \(h=\pm1\), and likewise \(\chi'_{h'}\) for \(\mathbf p'\). By (7) and (6),
\[
u'^\dagger_{h'}u_h=\Big(n+hh'\frac{k^2}{n}\Big)\chi'^\dagger_{h'}\chi_h,\qquad n+\frac{k^2}{n}=2p^0,\quad n-\frac{k^2}{n}=2M .
\]
With \(\mathbf p\) along \(z\) and \(\mathbf p'\) in the \(xz\) plane, section 7 gives \(\chi_+=(1,0)^T\) and \(\chi'_+=(\cos\tfrac\theta2,\sin\tfrac\theta2)^T\), with orthogonal partners \(\chi_-=(0,1)^T\) and \(\chi'_-=(-\sin\tfrac\theta2,\cos\tfrac\theta2)^T\). The overlaps have modulus \(\cos\tfrac\theta2\) for \(h'=h\) and \(\sin\tfrac\theta2\) for \(h'=-h\), so
\[
|\text{non-flip}|=2p^0\cos\frac\theta2,\qquad|\text{flip}|=2M\sin\frac\theta2. \tag{14}
\]
Half the sum over four combinations is \(4(p^0)^2\cos^2\tfrac\theta2+4M^2\sin^2\tfrac\theta2\), which equals (13) because \(M^2=(p^0)^2(1-\beta^2)\).

These amplitudes explain the factor in (13). For \(\beta\to0\), \(p^0\to M\) and the amplitudes are \(2M\) times the bare overlaps: the spin is untouched, the helicity label changes only because the momentum has turned, and the factor is 1. At \(\theta=180^\circ\) only the flip amplitude survives and the factor is \((M/p^0)^2=1/\gamma^2\), with \(\gamma\) the Lorentz factor. For \(M/p^0\to0\) the flip amplitude is negligible against \(p^0\) and backward scattering is suppressed.

**Cross section.** Normalise one electron in a box of volume \(\mathcal V\): \(\psi=u\,e^{i\mathbf p\cdot\mathbf r}/\sqrt{2p^0\mathcal V}\). The nucleus is taken as a fixed point charge, with potential energy \(V(r)=-Z/r\) times the unit matrix. The matrix element is \(\tilde V(q)\,u'^\dagger u/(2p^0\mathcal V)\), with \(\mathbf q=\mathbf p'-\mathbf p\), \(q=2k\sin\tfrac\theta2\), and \(\tilde V\) the Fourier transform. The radial integral needs a damping factor \(e^{-\kappa r}\). The angular average of \(e^{-i\mathbf q\cdot\mathbf r}\) is \(\tfrac12\int_{-1}^1e^{-iqrt}dt=\sin(qr)/qr\), so
\[
\tilde V(q)=-\frac{4\pi Z}{q}\int_0^\infty e^{-\kappa r}\sin(qr)\,dr=-\frac{4\pi Z}{q}\,\mathrm{Im}\frac1{\kappa-iq}=-\frac{4\pi Z}{q^2+\kappa^2}\ \to\ -\frac{4\pi Z}{q^2},
\]
the limit \(\kappa\to0\) being finite for \(\theta\neq0\). The number of final states per unit energy in \(d\Omega\) is \(\mathcal V k^2\,d\Omega/[(2\pi)^3\,dE/dk]\), and \(E=c\sqrt{k^2+M^2}\) gives \(dE/dk=ck/p^0=\beta c\). The incident flux is the Dirac current \(c\,\psi^\dagger\boldsymbol\alpha\psi\). The anticommutators of section 5 give \(\{H,\alpha^i\}=2p^i\); sandwiching between \(u^\dagger\) and \(u\) yields \(2p^0u^\dagger\alpha^iu=2p^iu^\dagger u\), so the flux is \(\beta c/\mathcal V\). Fermi's golden rule, rate \(=2\pi|\text{matrix element}|^2\times\) density of states, divided by the flux, gives with (13)
\[
\frac{d\sigma}{d\Omega}=2\pi\,\frac{16\pi^2Z^2}{q^4}\,\frac{4(p^0)^2(1-\beta^2\sin^2\frac\theta2)}{(2p^0)^2}\,\frac{k^2}{(2\pi)^3(\beta c)^2}
=\frac{4Z^2k^2}{q^4(\beta c)^2}\Big(1-\beta^2\sin^2\frac\theta2\Big).
\]
The volume has cancelled, and so has the normalisation \(2p^0\). With \(q^4=16k^4\sin^4\tfrac\theta2\),
\[
\frac{d\sigma}{d\Omega}=\Big[\frac{Z}{2\,(kc)\,\beta\,\sin^2\frac\theta2}\Big]^2\Big(1-\beta^2\sin^2\frac\theta2\Big), \tag{15}
\]
the Mott cross section in first Born approximation. For slow electrons \(kc\beta\to2T\), with \(T\) the kinetic energy, and (15) becomes the Rutherford formula \(Z^2/(16T^2\sin^4\tfrac\theta2)\).

## 10. Numbers: an electron on a chlorine nucleus

Take \(Z=17\), \(T=5.0000\times10^5\) eV and \(\theta=120^\circ\), so \(\sin^2\tfrac\theta2=0.75\). Momenta and chains are multiplied by \(c\) to read in eV. The results are computed from unrounded values, so repeating a step with the rounded numbers printed here can change the last digits. With \(mc^2=5.109990\times10^5\) eV,
\[
E=T+mc^2=1.010999\times10^6\ \text{eV},\qquad kc=\sqrt{E^2-(mc^2)^2}=8.723525\times10^5\ \text{eV},
\]
\(\beta=kc/E=0.862862\), \(\beta^2=0.744531\) and \(\gamma=E/mc^2=1.978476\). The ratio of lower to upper components in (7) is \(kc/(E+mc^2)=8.723525\times10^5/1.521998\times10^6=0.573163\), so the lower components are far from negligible. For spinors from the diagonalised Hamiltonian, \(\sum u\bar u\) differs from \(\not p+M\) by less than \(10^{-12}\) relative to \(p^0\) in every element.

By the trace route, \(\cos120^\circ=-\tfrac12\) gives
\[
c^2p\cdot p'=(1.010999\times10^6)^2+\tfrac12(8.723525\times10^5)^2=1.402618\times10^{12}\ \text{eV}^2,
\]
\[
c^2\,\mathrm{Tr}=4\big[2(1.010999\times10^6)^2-1.402618\times10^{12}+(5.109990\times10^5)^2\big]=3.610957\times10^{12}\ \text{eV}^2,
\]
and half of it is \(1.805479\times10^{12}\) eV². By the helicity route (14), the non-flip amplitude is \(2E\cos60^\circ=1.010999\times10^6\) eV, equal to \(E\) only because \(\cos60^\circ=\tfrac12\), and the flip amplitude is \(2mc^2\sqrt{0.75}=8.850761\times10^5\) eV. Their squares add to \(1.022119\times10^{12}+7.833598\times10^{11}=1.805479\times10^{12}\) eV², the same number, and the explicit sum over the \(v\) chain also gives \(1.805479\times10^{12}\) eV². Dividing by \(4E^2=4.088476\times10^{12}\) eV² gives the spin factor \(0.441602=1-0.744531\times0.75\). Among electrons of definite helicity scattered through this angle, the fraction that leave with reversed helicity is \(7.833598\times10^{11}/1.805479\times10^{12}=0.433879\).

The conversion uses \(c=137.035999\), one hartree \(=27.211386\) eV and one bohr \(a_0=0.529177\) Å. The momentum transfer and the potential are
\[
q=\frac{2\times8.723525\times10^5\times\sqrt{0.75}}{137.035999\times27.211386\times0.529177}=765.713\ \text{Å}^{-1},
\]
\[
\tilde V=-\frac{4\pi\times17\times27.211386\times0.529177}{765.713^2}=-5.2466\times10^{-3}\ \text{eV Å}^3 .
\]
In (15) the atomic unit of charge squared is one hartree times one bohr, so the first factor, the cross section without the spin factor, is
\[
\Big[\frac{17\times27.211386\times0.529177}{2\times8.723525\times10^5\times0.862862\times0.75}\Big]^2=4.7006\times10^{-8}\ \text{Å}^2/\text{sr},
\]
and multiplying by \(0.441602\) gives \(d\sigma/d\Omega=2.0758\times10^{-8}\) Å²/sr \(=7.4128\times10^{-8}\) bohr²/sr. The program rebuilds this from a quadrature of the Fourier integral, a finite difference for \(dE/dk\), the spinor current and the explicit spin sum, and finds \(2.0758\times10^{-8}\) Å²/sr; it also tests the Rutherford limit at low energy. At other angles the model gives:

| \(\theta\) | spin factor | \(d\sigma/d\Omega\) (Å²/sr) |
|---|---|---|
| 30° | 0.95013 | \(5.5985\times10^{-6}\) |
| 60° | 0.81387 | \(3.4431\times10^{-7}\) |
| 90° | 0.62773 | \(6.6391\times10^{-8}\) |
| 150° | 0.30534 | \(9.2744\times10^{-9}\) |
| 180° | 0.25547 | \(6.7548\times10^{-9}\) |

The last spin factor equals \(1/\gamma^2=0.25547\), as (14) requires.

These digits belong to the model, a fixed point charge in first order. The spin sums are exact for free spinors. The model leaves out photon emission and other radiative corrections, which are not estimated here. The approximations made in the potential, and the order of the next Born term, can be sized at \(120^\circ\). If the nucleus keeps its electrons, the innermost ones sit at about \(a_0/Z=0.0311\) Å. Using this as \(1/\kappa\) in the damped transform, the cross section falls by about \(2\kappa^2/q^2\) relative to (15), with \(q/\kappa=23.8\), which is below one per cent. That form packs all \(Z\) electrons into a few \(a_0/Z\) with a density singular as \(1/r\), and at this \(q\) it greatly overstates the screening of a real atom. There \(Z\) is replaced by \(Z-F(q)\), with \(F\) the Fourier transform of the electron density. Two hydrogenic \(1s\) electrons give \(F=2/(1+q^2/4\kappa^2)^2\approx10^{-4}\), a relative change \(2F/Z\approx10^{-5}\). At small angles \(q\) falls, screening takes over, and (15) fails along with its divergence at \(\theta=0\). A nucleus of finite size multiplies \(\tilde V\) by the average of \(\sin(qr)/qr\approx1-q^2r^2/6\) over its charge; for a rough radius \(R\) of \(4\times10^{-5}\) Å, \(qR=0.031\), and the relative change of the cross section is of order \((qR)^2/3\approx3\times10^{-4}\) if \(R\) is read as the root-mean-square radius. This is small, though larger than the \(1s\) screening estimate. The recoil energy, \(q^2\) divided by twice a rough nuclear mass of 35 u, is 35 eV, against \(T=5\times10^5\) eV. The higher Born terms carry one more power of the potential each, and the dimensionless strength of a Coulomb potential for a particle of speed \(\beta c\) is \(Z/(\beta c)=Z\alpha/\beta=0.1241/0.862862=0.1438\). This is the expansion parameter of the amplitude, not the size of the correction to the cross section. Much of it goes into a phase, and for slow electrons the Rutherford formula stays accurate even when \(Z\alpha/\beta\) exceeds one. The next term in the cross section, quoted here and not derived, is that of McKinley and Feshbach. It adds \(\pi Z\alpha\beta\sin\tfrac\theta2\,(1-\sin\tfrac\theta2)\) to the spin factor, which is \(0.039\), or 9 per cent, in this example. The exact partial-wave solution of the Dirac equation for the point charge, also not derived here, lies 13 per cent above (15) at this energy and angle, at \(2.3\times10^{-8}\) Å²/sr. If the radiative corrections are small, the result for a real chlorine nucleus is therefore about \(2\times10^{-8}\) Å²/sr, and only the first digit of (15) carries over. At relativistic speeds the insensitivity of (15) to the sign of \(Z\) is likewise a property of the leading order, where the cross section is quadratic in the potential; in nonrelativistic Coulomb scattering it holds exactly.

## Table of computed values

```
c = 137.035999 a.u.; Hartree = 27.211386 eV; bohr = 0.529177 angstrom
input: Z = 17, T = 5.0000e+05 eV, theta = 120 deg
m c^2 = 5.109990e+05 eV
E = 1.010999e+06 eV
E + m c^2 = 1.521998e+06 eV
p c = 8.723525e+05 eV
beta = 0.862862; beta^2 = 0.744531; gamma = 1.978476
lower/upper ratio pc/(E+mc^2) = 0.573163
completeness error / p0 below 1e-12: True
c^2 p.p' (four-product) = 1.402618e+12 eV^2
sin^2(theta/2) = 0.750000
c |non-flip amplitude| = 1.010999e+06 eV
c |flip amplitude| = 8.850761e+05 eV
c^2 non-flip^2 = 1.022119e+12 eV^2
c^2 flip^2 = 7.833598e+11 eV^2
c^2 (1/2) spin sum, u chain = 1.805479e+12 eV^2
c^2 (1/2) spin sum, v chain = 1.805479e+12 eV^2
c^2 full trace = 3.610957e+12 eV^2
4 E^2 = 4.088476e+12 eV^2
spin factor 1 - beta^2 sin^2 = 0.441602
helicity-flip fraction = 0.433879
q = 765.713 1/angstrom
V(q) = -5.24660e-03 eV angstrom^3
spinless cross section = 4.7006e-08 angstrom^2/sr
Mott cross section = 2.0758e-08 angstrom^2/sr = 7.4128e-08 bohr^2/sr
golden-rule quadrature = 2.0758e-08 angstrom^2/sr
theta = 30 deg: factor 0.95013, 5.5985e-06 angstrom^2/sr
theta = 60 deg: factor 0.81387, 3.4431e-07 angstrom^2/sr
theta = 90 deg: factor 0.62773, 6.6391e-08 angstrom^2/sr
theta = 150 deg: factor 0.30534, 9.2744e-09 angstrom^2/sr
theta = 180 deg: factor 0.25547, 6.7548e-09 angstrom^2/sr
1/gamma^2 = 0.25547
a0/Z = 0.0311 angstrom; q a0/Z = 23.8
rough radius 4e-05 angstrom: q R = 0.031
rough mass 35 u: recoil = 35 eV
Z alpha = 0.1241; Z alpha/beta = 0.1438
```
